# Transmission through an inverted-parabola constriction, and one half at its top: verification in Python

```python
# Result under test: for V(x) = V_top - m w^2 x^2 / 2 the transmission is
#   T(E) = 1 / (1 + exp(-2 pi (E - V_top) / (hbar w))),  so T(V_top) = 1/2.
# Symbols: m effective mass, w barrier frequency, hw = hbar*w in eV,
# phi = height of the top above the Fermi level (energy zero), in eV,
# width = barrier thickness at the Fermi level in nm, eps = (E - V_top)/hw,
# xi = x / sqrt(hbar/(m w)).  Energies in eV, lengths in nm.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

HBAR2_OVER_ME = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
KB = const.k / const.e                                     # eV / K
G0 = 2 * const.e**2 / const.h * 1e6                        # microsiemens


def formula(energy_from_top, hw):
    return 1 / (1 + np.exp(-2 * np.pi * energy_from_top / hw))


def barrier_quantum(phi, width, mass):
    return np.sqrt(8 * phi * HBAR2_OVER_ME / mass) / width


def scatter(energy, potential, reach, mass):
    """Integrate the Schroedinger equation from right to left; return T, R.
    Far from the barrier the solution is split into local travelling waves."""
    factor = 2 * mass / HBAR2_OVER_ME

    def wavenumber(x):
        return np.sqrt(factor * (energy - potential(x)))

    def local_wave(x, direction):
        step = 1e-4
        k = wavenumber(x)
        slope = (wavenumber(x + step) - wavenumber(x - step)) / (2 * step)
        value = 1 / np.sqrt(k)
        return np.array([value, (1j * direction * k - slope / (2 * k)) * value])

    def rhs(x, y):
        return np.array([y[1], factor * (potential(x) - energy) * y[0]])

    run = solve_ivp(rhs, (reach, -reach), local_wave(reach, 1),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert run.success
    basis = np.column_stack([local_wave(-reach, 1), local_wave(-reach, -1)])
    incident, reflected = np.linalg.solve(basis, run.y[:, -1])
    return 1 / abs(incident)**2, abs(reflected / incident)**2


def parabola(phi, width, field=0.0):
    return lambda x: phi * (1 - (2 * x / width)**2) - field * x


# ---- Example parameters: rough values for a hafnium-oxide filament neck ----
phi, width, mass = 0.4, 1.0, 0.5
read_voltage, temperature, hot = 0.1, 300.0, 358.0
lead_depth = 2.0          # lead band bottom below the Fermi level, eV
transverse = 1.0          # transverse level spacing at the neck, eV
hw = barrier_quantum(phi, width, mass)
length = np.sqrt(HBAR2_OVER_ME / mass / hw)

# ---- Direct integration against the formula ----
offsets = [-0.4, -0.2, 0.0, 0.2, 0.4]
numeric = []
for offset in offsets:
    t_num, r_num = scatter(phi + offset, parabola(phi, width), 12 * length, mass)
    assert abs(t_num / formula(offset, hw) - 1) < 2e-4
    assert abs(t_num + r_num - 1) < 1e-6
    numeric.append(t_num)

# The half at the top must not depend on mass, height or width.
for phi2, width2, mass2 in [(1.0, 0.6, 1.0), (0.2, 2.0, 0.3)]:
    hw2 = barrier_quantum(phi2, width2, mass2)
    reach2 = 12 * np.sqrt(HBAR2_OVER_ME / mass2 / hw2)
    t_top, _ = scatter(phi2, parabola(phi2, width2), reach2, mass2)
    assert abs(t_top - 0.5) < 1e-4

# ---- Contour-integral solution: differential equation and far field ----
mp.mp.dps = 40
eps = mp.mpf(3) / 10
turn = mp.expjpi(mp.mpf(1) / 4)


def contour_solution(xi):
    def integrand(q):          # ray t = turn * q^2 removes the root singularity
        if q == 0:
            return mp.mpc(0)
        return (2 * mp.power(q, mp.mpc(0, -2 * eps))
                * mp.exp(-q**4 / 4 + mp.j * xi * turn * q**2))
    nodes = [mp.mpf(n) / 2 for n in range(15)]
    prefactor = mp.power(turn, mp.mpc(0.5, -eps))
    return mp.exp(mp.j * xi**2 / 2) * prefactor * mp.quad(integrand, nodes)


def far_field(xi):
    size, side = abs(xi), (1 if xi > 0 else -1)
    wave = (mp.gamma(mp.mpc(0.5, -eps)) * mp.power(size, mp.mpc(-0.5, eps))
            * mp.exp(side * (mp.j * mp.pi / 4 + mp.pi * eps / 2))
            * mp.exp(mp.j * size**2 / 2))
    if side > 0:
        return wave, abs(wave)
    incident = (2 * mp.sqrt(mp.pi) * turn * mp.power(2 * size, mp.mpc(-0.5, -eps))
                * mp.exp(-mp.j * size**2 / 2))
    return wave + incident, abs(incident)


point, step = mp.mpf(7) / 10, mp.mpf(10)**(-4)
centre = contour_solution(point)
curvature = (contour_solution(point + step) - 2 * centre
             + contour_solution(point - step)) / step**2
residual = abs(curvature + (point**2 + 2 * eps) * centre) / abs(centre)
assert residual < 1e-6
far_errors = {}
for xi in (4, 8, -4, -8):
    predicted, scale = far_field(mp.mpf(xi))
    far_errors[xi] = float(abs(contour_solution(mp.mpf(xi)) - predicted) / scale)
    assert far_errors[xi] < 0.5 / xi**2     # neglected terms are of order 1/xi^2

# Gamma-function form of T against direct integration at the same eps.
gamma_t = float(abs(mp.gamma(mp.mpc(0.5, -eps)))**2
                * mp.exp(mp.pi * eps) / (2 * mp.pi))
t_eps, _ = scatter(phi + float(eps) * hw, parabola(phi, width), 12 * length, mass)
assert abs(t_eps / gamma_t - 1) < 2e-4

# ---- Tunnelling exponent from its defining integral ----
action = 2 * quad(lambda x: np.sqrt(max(0.0, 2 * mass / HBAR2_OVER_ME
                  * parabola(phi, width)(x))), -width / 2, width / 2)[0]
assert abs(action - 2 * np.pi * phi / hw) < 1e-5


# ---- Conductance and current of one spin-degenerate mode ----
def thermal_transmission(top, temp):
    kt = KB * temp
    return quad(lambda u: formula(u * kt - top, hw) / (4 * np.cosh(u / 2)**2),
                -35, 35, epsabs=1e-12, limit=200)[0]


def current(voltage, top, temp):            # microampere
    kt = KB * temp

    def fermi(energy):
        return 0.5 * (1 - np.tanh(energy / (2 * kt)))
    edge = 35 * kt + voltage / 2
    return G0 * quad(lambda en: formula(en - top, hw)
                     * (fermi(en - voltage / 2) - fermi(en + voltage / 2)),
                     -edge, edge, epsabs=1e-13, limit=300)[0]


t_fermi = formula(-phi, hw)
t_warm, t_hot = (thermal_transmission(phi, v) for v in (temperature, hot))
half_warm = thermal_transmission(0.0, temperature)
assert abs(half_warm - 0.5) < 1e-8
assert abs(thermal_transmission(0.0, 1000.0) - 0.5) < 1e-8
assert abs(current(1e-3, phi, temperature) / (G0 * t_warm * 1e-3) - 1) < 1e-3

# ---- Neglected effects for the example's own numbers ----
field = read_voltage / width                # eV/nm; 1 V/nm = 10 MV/cm
top_shift = read_voltage**2 / (16 * phi)
t_tilt, _ = scatter(0.0, parabola(phi, width, field), 12 * length, mass)
assert abs(t_tilt / formula(-phi - top_shift, hw) - 1) < 2e-4
assert abs(t_tilt / t_fermi - 1) > 2e-3     # the tilt effect is resolved
read_current = current(read_voltage, phi + top_shift, temperature)


def levelled(energy, depth):                # same top and curvature, flat leads
    height = phi + depth
    scale = length * np.sqrt(2 * height / hw)
    return scatter(energy, lambda x: -depth + height / np.cosh(x / scale)**2,
                   12 * scale, mass)[0]


flat_top, flat_fermi = levelled(phi, lead_depth), levelled(0.0, lead_depth)
flat_deeper = levelled(phi, 4 * lead_depth)
assert abs(flat_top - 0.5) > 0.01           # one half is special to the parabola
assert abs(flat_deeper - 0.5) < 0.5 * abs(flat_top - 0.5)

extra_modes = 2 * formula(-transverse, hw)
neck_radius = np.sqrt(HBAR2_OVER_ME / mass / transverse)


# Mean square change of the transverse ground state with its radius b is 1/b^2.
def ground(r, b):
    return np.exp(-r**2 / (2 * b**2)) / (np.sqrt(np.pi) * b)


b0, db = neck_radius, 1e-5
spread = quad(lambda r: 2 * np.pi * r * ((ground(r, b0 + db)
              - ground(r, b0 - db)) / (2 * db))**2, 0, 12 * b0)[0]
assert abs(spread * b0**2 - 1) < 1e-5
curvature_loss = (hw / (2 * transverse))**2
x_small = 1e-3 * width                      # same ratio from the neck profile
radii = [np.sqrt(HBAR2_OVER_ME / mass / (transverse - 4 * phi * x**2 / width**2))
         for x in (x_small - 1e-5, x_small, x_small + 1e-5)]
rate = (radii[2] - radii[0]) / 2e-5 / radii[1]
extra_energy = HBAR2_OVER_ME / (2 * mass) * rate**2
assert abs(extra_energy / (4 * phi * x_small**2 / width**2)
           / curvature_loss - 1) < 1e-3
t_adiabatic = formula(-phi, hw * np.sqrt(1 - curvature_loss))
t_heavy = formula(-phi, barrier_quantum(phi, width, 2 * mass))

print(f"barrier top above Fermi level: {phi:.2f} eV")
print(f"barrier width at Fermi level: {width:.2f} nm")
print(f"effective mass: {mass:.2f} free-electron masses")
print(f"barrier quantum hbar*omega: {hw:.4f} eV")
print(f"length sqrt(hbar/(m omega)): {length:.4f} nm")
print(f"steepness 2 pi/(hbar omega): {2 * np.pi / hw:.3f} 1/eV")
for offset, t_num in zip(offsets, numeric):
    print(f"E-V_top = {offset:+.1f} eV: T formula {formula(offset, hw):.5f}, "
          f"T integrated {t_num:.5f}")
print(f"tunnelling exponent at Fermi level: {action:.4f} (no unit)")
print(f"tunnelling exponential alone: {np.exp(-action):.5f} (no unit)")
print(f"contour solution, equation residual: {float(residual):.1e} (relative)")
for xi, err in far_errors.items():
    print(f"far-field error at xi = {xi:+d}, eps = 0.3: {err:.5f} (relative)")
print(f"T at eps = 0.3: Gamma form {gamma_t:.5f}, integrated {t_eps:.5f}")
print(f"conductance quantum 2e^2/h: {G0:.3f} microsiemens")
print(f"G, Fermi level at top, 300 K: {G0 * half_warm:.3f} microsiemens")
print(f"resistance, Fermi level at top: {1e3 / (G0 * half_warm):.3f} kiloohm")
print(f"G, top 0.4 eV above, zero temperature: {G0 * t_fermi:.4f} microsiemens")
print(f"G, top 0.4 eV above, {temperature:.0f} K: {G0 * t_warm:.4f} microsiemens")
print(f"G, top 0.4 eV above, {hot:.0f} K: {G0 * t_hot:.4f} microsiemens")
print(f"thermal gain at {temperature:.0f} K: {100 * (t_warm / t_fermi - 1):.2f} %")
print(f"thermal gain at {hot:.0f} K: {100 * (t_hot / t_fermi - 1):.2f} %")
print(f"read voltage: {read_voltage:.2f} V")
print(f"mean field in the neck: {10 * field:.2f} MV/cm")
print(f"rise of barrier top by the field: {1e3 * top_shift:.3f} meV")
print(f"change of T at Fermi level by tilt: {100 * (t_tilt / t_fermi - 1):.2f} %")
print(f"read current at 300 K with tilt: {read_current:.4f} microampere")
print(f"read current / voltage: {read_current / read_voltage:.4f} microsiemens")
print(f"lead band bottom below Fermi level: {lead_depth:.1f} eV")
print(f"levelled barrier, T at top: {flat_top:.4f} (no unit)")
print(f"levelled barrier, T at Fermi level: {flat_fermi:.5f} (no unit)")
print(f"levelled, leads {4 * lead_depth:.0f} eV deep, T at top: {flat_deeper:.4f}")
print(f"transverse spacing: {transverse:.2f} eV")
print(f"transverse length at neck: {neck_radius:.3f} nm")
print(f"next two modes, added T at first top: {extra_modes:.2e} (no unit)")
print(f"adiabatic term, loss of curvature: {100 * curvature_loss:.1f} %")
print(f"T at Fermi level with that loss: {t_adiabatic:.5f} (no unit)")
print(f"T at Fermi level with doubled mass: {t_heavy:.5f} (no unit)")
print("all good")
```

It prints:

```
barrier top above Fermi level: 0.40 eV
barrier width at Fermi level: 1.00 nm
effective mass: 0.50 free-electron masses
barrier quantum hbar*omega: 0.6983 eV
length sqrt(hbar/(m omega)): 0.4672 nm
steepness 2 pi/(hbar omega): 8.997 1/eV
E-V_top = -0.4 eV: T formula 0.02662, T integrated 0.02663
E-V_top = -0.2 eV: T formula 0.14192, T integrated 0.14191
E-V_top = +0.0 eV: T formula 0.50000, T integrated 0.49999
E-V_top = +0.2 eV: T formula 0.85808, T integrated 0.85810
E-V_top = +0.4 eV: T formula 0.97338, T integrated 0.97337
tunnelling exponent at Fermi level: 3.5989 (no unit)
tunnelling exponential alone: 0.02735 (no unit)
contour solution, equation residual: 2.6e-09 (relative)
far-field error at xi = +4, eps = 0.3: 0.01367 (relative)
far-field error at xi = +8, eps = 0.3: 0.00347 (relative)
far-field error at xi = -4, eps = 0.3: 0.01566 (relative)
far-field error at xi = -8, eps = 0.3: 0.00222 (relative)
T at eps = 0.3: Gamma form 0.86818, integrated 0.86819
conductance quantum 2e^2/h: 77.481 microsiemens
G, Fermi level at top, 300 K: 38.740 microsiemens
resistance, Fermi level at top: 25.813 kiloohm
G, top 0.4 eV above, zero temperature: 2.0629 microsiemens
G, top 0.4 eV above, 300 K: 2.2391 microsiemens
G, top 0.4 eV above, 358 K: 2.3177 microsiemens
thermal gain at 300 K: 8.54 %
thermal gain at 358 K: 12.35 %
read voltage: 0.10 V
mean field in the neck: 1.00 MV/cm
rise of barrier top by the field: 1.563 meV
change of T at Fermi level by tilt: -1.36 %
read current at 300 K with tilt: 0.2276 microampere
read current / voltage: 2.2764 microsiemens
lead band bottom below Fermi level: 2.0 eV
levelled barrier, T at top: 0.5286 (no unit)
levelled barrier, T at Fermi level: 0.02537 (no unit)
levelled, leads 8 eV deep, T at top: 0.5082
transverse spacing: 1.00 eV
transverse length at neck: 0.390 nm
next two modes, added T at first top: 2.47e-04 (no unit)
adiabatic term, loss of curvature: 12.2 %
T at Fermi level with that loss: 0.02103 (no unit)
T at Fermi level with doubled mass: 0.00612 (no unit)
all good
```
